# Born Effective Charge from Berry Phases: Choosing the Right Polarization Branch

## Rigid ions, by hand

Take 16 parallel chains, each repeating along $x$ with period $a=0.4$ nm. Every cell of a chain holds a fixed cation and an anion. The anion has core charge $+2$ and carries two electron pairs, which for the moment follow it rigidly. All charges are in units of the elementary charge $|e|$. If the anion moves by $u$, its dipole changes by $(2-4)u=-2u$, so its Born effective charge is $-2$.

Suppose now that the electron positions are known only through an angle. An electron centre at $\bar x$ is reported as $2\pi\bar x/a$, because a centre and its copy one period away describe the same crystal. For each spin there are two centres per chain, hence 32 in all. If the angles are added, a displacement $h$ of all the anions changes the sum by

$$\frac{\Delta\Phi}{2\pi}=\frac{32h}{a}\ \text{turns}.$$

For $h=0.002$ nm this is $0.16$ turn. For $h=0.010$ nm it is $0.8$ turn, and an angle cannot distinguish that from $-0.2$ turn. Choosing the smaller change makes the 32 centres appear to move by a total of $-0.2a=-0.08$ nm. With two spins, the electronic contribution to the charge per anion becomes $-2(-0.08)/(16\times0.010)=+1$. Adding the core gives $+3$ instead of $-2$.

Each later step repeats the same mistake, so the false dipole is again a straight line in $u$. Smoothness therefore does not certify the branch.

## From electron centres to a Berry phase

Real electrons deform as the ion moves, so their centres must be computed. Assume independent electrons, paired spins, a gap between filled and empty bands, and zero macroscopic field, as the definition of the Born charge requires. In Rydberg atomic units, $H=-d^2/dx^2+V(x)$.

For one band, build the Bloch state from a normalized localized function $w$ whose copies in different cells are orthogonal (a Wannier function). Its cell-periodic part is

$$u_k(x)=\sum_R e^{-ik(x-R)}w(x-R).$$

Differentiation gives $i\partial_ku_k=\sum_R(x-R)e^{-ik(x-R)}w(x-R)$. In the cell overlap with $u_k$, the sum over $R$ extends the integral over all space:

$$A(k)=i\langle u_k|\partial_ku_k\rangle=\sum_L e^{-ikL}\int w^*(y-L)\,y\,w(y)\,dy.$$

Integrating $k$ over a zone of width $b=2\pi/a$ removes every term with $L\ne0$. What remains is $\int A\,dk=b\bar x=2\pi\bar x/a$, the angle used above.

On a mesh of spacing $\delta$, $\langle u_k|u_{k+\delta}\rangle\simeq1-i\delta A$, whose phase is $-\delta A$. For several filled bands the overlap becomes a matrix $S_{mn}=\langle u_{mk}|u_{n,k+\delta}\rangle$, and its determinant adds the band phases. Therefore

$$\Phi=-\operatorname{Arg}\prod_k\det S(k,k+\delta).$$

The last link is closed with $u_{k+b}=e^{-ibx}u_k$, because the Bloch states at $k$ and $k+b$ are the same. A unitary mixing $U_k$ of the filled states changes $S$ to $U_k^\dagger SU_{k+\delta}$. The determinants of the mixings then cancel around the closed string, so arbitrary eigenvector phases do no harm.

The mesh error is of second order. For a link centred on its midpoint, reversing $\delta$ conjugates the overlap. Its phase is therefore odd in $\delta$, and the first correction is of order $\delta^3$. There are of order $1/\delta$ links, which leaves $\delta^2$. For a chain with a 15 eV cation well, defined below, 16, 32 and 64 points give absolute errors in the charge of $8.0\times10^{-4}$, $2.0\times10^{-4}$ and $5.0\times10^{-5}$, relative to linear response.

## Charge and quantum

Let $M$ anions of core charge $Z_c$ move together. The centres of one spin sum to $a\Phi/2\pi$, and two spins double this. Apart from a constant, the dipole per cell is

$$\frac d e=MZ_cu-\frac{a\Phi}{\pi}.$$

Dividing its derivative by $M$ gives the mean Born charge

$$Z=Z_c-\frac{a}{\pi M}\frac{d\Phi}{du}.$$

A change of $2\pi$ in $\Phi$ changes the dipole by $2ea$ in magnitude. Division by the cell volume, length $a$ times cross-section $\mathcal A$, gives the polarization quantum $2e/\mathcal A$. Chains $0.4$ nm apart give $\mathcal A=16(0.4)^2=2.56$ nm$^2$ and a quantum of $12.5\ \mu$C/cm$^2$. A wider cell has a smaller quantum, while the polarization change for a uniform displacement of all its anions stays the same.

## Following a computed path

Replace the rigid ions by Gaussian wells $-V_0\exp(-x^2/2\sigma^2)$ with $\sigma=0.05$ nm. The anion wells are 70 eV deep and sit midway between the cations at rest. The cation wells are 12, 14, 16 or 18 eV deep, with four chains of each kind. The chains are uncoupled, each fills two bands, and both ions have core charge $+2$. At rest the gaps of the individual chains lie between 6.7 and 10.0 eV.

With 64 $k$ points, the raw phases at $u=0.004$ and $0.006$ nm are $2.6705$ and $-2.2799$ rad. Their difference, $-4.9504$ rad, lies outside $(-\pi,\pi]$. Adding $2\pi$ gives $1.3328$ rad, close to the first increment of the path, $1.3357$ rad. The followed phase at $0.006$ nm is thus $2.6705+1.3328=4.0033$ rad.

The first increment already gives the charge:

$$Z\simeq2-\frac{0.4\times1.3357}{16\pi\times0.002}=-3.315.$$

Now go from $0$ to $0.010$ nm in one step. The true change is $6.6594$ rad, but the raw phase shows $0.3762$ rad:

$$Z_{\rm true}=2-\frac{0.4\times6.6594}{16\pi\times0.010}=-3.299,$$

$$Z_{\rm false}=2-\frac{0.4\times0.3762}{16\pi\times0.010}=+1.701.$$

The coarse step has lost one full turn.

## A derivative without a branch

The value $-3.315$ needs support that does not depend on following angles. Differentiate $A$ with respect to $u$:

$$\partial_uA=i\langle\partial_uu_k|\partial_ku_k\rangle+i\langle u_k|\partial_u\partial_ku_k\rangle.$$

The second term equals $\partial_k(i\langle u_k|\partial_uu_k\rangle)-i\langle\partial_ku_k|\partial_uu_k\rangle$. The total derivative integrates to zero, since the closing factor $e^{-ibx}$ does not depend on $u$. The other two terms are $i$ times a number minus its conjugate, so

$$\frac{d\Phi}{du}=-2\int dk\,\operatorname{Im}\sum_n\langle\partial_un|\partial_kn\rangle,$$

with $n$ running over filled bands. Insert a complete set of states $m$. For filled $m$, orthonormality makes the $(n,m)$ and $(m,n)$ terms complex conjugates, so their imaginary parts cancel. For empty $m$, first-order perturbation theory gives $\langle m|\partial n\rangle=\langle m|\partial H|n\rangle/(E_n-E_m)$. Hence

$$\frac{d\Phi}{du}=-2\int dk\,\operatorname{Im}\sum_{n\,\rm filled}\sum_{m\,\rm empty}\frac{\langle n|\partial_uH|m\rangle\langle m|\partial_kH|n\rangle}{(E_n-E_m)^2}.$$

Here $H$ acts on the cell-periodic states, so $\partial_kH=2(k-i\,d/dx)$. No angle remains to be unwrapped. This formula gives $Z=-3.3155$ at rest; the path with steps of $0.002$ nm gives $-3.3148$.

## The general rule for a step

Let $Z_h$ be the true mean charge over a step $h$, so that $\Delta\Phi=(\pi M/a)(Z_c-Z_h)h$. Choosing the smallest increment replaces $\Delta\Phi$ by $\Delta\Phi-2\pi m$, where $m$ is the integer nearest to $\Delta\Phi/2\pi$. Substitution gives

$$Z_{\rm found}=Z_c-\frac{a(\Delta\Phi-2\pi m)}{\pi Mh}=Z_h+\frac{2am}{Mh}.$$

The branch is right if $|\Delta\Phi|<\pi$ and wrong if $|\Delta\Phi|>\pi$; at equality the choice is ambiguous.

Part of the motion can be removed before the angle is reduced. With a reference charge $Z_r$, define

$$\Theta=\Phi-\frac{\pi M}{a}(Z_c-Z_r)u,\qquad Z=Z_r-\frac{a}{\pi M}\frac{d\Theta}{du}.$$

The second relation follows by inserting $d\Phi/du=d\Theta/du+(\pi M/a)(Z_c-Z_r)$ into the formula for $Z$. The change per step is now $\Delta\Theta=(\pi M/a)(Z_r-Z_h)h$, and the condition $|\Delta\Theta|<\pi$ becomes

$$\frac{M|Z_h-Z_r|h}{a}<1.$$

The choice $Z_r=Z_c$ follows the electronic phase alone. The choice $Z_r=0$ follows the total polarization, ions included. With the charge at rest, the limits are $0.4/(16\times5.3155)=0.0047$ nm and $0.4/(16\times3.3155)=0.0075$ nm.

Thinning the same fine path, with the cell and $k$ mesh held fixed, gives these charges from the two steps beside $u=0$:

| $h$ (nm) | Electronic turns per step | $Z$, electronic | $Z$, total |
|---:|---:|---:|---:|
| 0.002 | 0.213 | −3.315 | −3.315 |
| 0.004 | 0.425 | −3.313 | −3.313 |
| 0.006 | 0.637 | +5.024 | −3.310 |
| 0.008 | 0.849 | +2.945 | +2.945 |
| 0.010 | 1.060 | +1.701 | +1.701 |
| 0.020 | 2.103 | +1.746 | −0.754 |

At $0.006$ nm the total polarization succeeds where the electronic phase fails. At $0.008$ nm both routes lose one turn and agree on a false value. The electronic results at $0.010$ and $0.020$ nm also nearly agree, because $m/h$ is $1/0.010$ in one case and $2/0.020$ in the other. Agreement between two coarse steps, or between these two routes, is therefore not proof of the branch.

A reference taken from the small step, $Z_r=-3.3148$, rescues even $h=0.020$ nm and gives $-3.254$. The remaining difference from $-3.315$ is ordinary finite-difference error. At rest each chain has mirror symmetry, so $Z(u)=Z(0)+\tfrac12Z''u^2+\dots$, whose average from $-h$ to $h$ differs from $Z(0)$ by $Z''h^2/6$. The observed differences from the linear-response value $-3.3155$, $0.016$ at $0.010$ nm and $0.061$ at $0.020$ nm, show the expected factor of about four. Curvature and branch choice thus set separate limits on the step.

The factor $M$ matters. If just one anion in the cell moves, $M$ is replaced by 1. If the charge stayed at $-3.3$, the electronic limit would then be about $0.075$ nm. Over so long a step the charge itself shrinks in size, so this estimate is on the safe side; the phase of a single chain changes by $\pi$ only at $0.082$ to $0.089$ nm, depending on the chain. The narrow limits above belong to collective displacements.

## Settling the branch across a large step

Two strings, at $u$ and $u'$, can be joined by overlaps at equal $k$. Let $L_k(u)$ be the determinant along a string and $W_k$ the determinant from $u$ to $u'$. Around one small rectangle, or plaquette, the phase is

$$F_k=\operatorname{Arg}\left[L_k(u)\,W_{k+\delta}\,L_k^*(u')\,W_k^*\right].$$

In the sum over $k$ the phases of the $W$ factors cancel modulo $2\pi$, leaving $\Phi(u')-\Phi(u)$ modulo $2\pi$. The large phase change is now divided among many rectangles. The sum selects the true branch when the mesh resolves the phase flux, the true flux through each rectangle is below $\pi$ in magnitude, and no overlap determinant vanishes. The computed $F_k$ never exceeds $\pi$ in magnitude, so a small value on one mesh is not proof. Once the mesh is fine enough, halving $\delta$ roughly halves the largest $|F_k|$ and leaves the sum nearly unchanged.

From $-0.010$ to $+0.010$ nm the plaquettes add to $13.3187$ rad, equal to the fine-path change at the digits shown. The largest single one is $0.342$ rad. Two strings suffice here, although their direct phase difference loses two turns.

A finite open chain gives an independent decision, since its dipole is an ordinary number with no quantum. Subtracting the dipole changes of chains with 8 and 12 cells, then dividing by four, removes the contribution of well-separated ends. Over the same displacement, the average for the four kinds of chain is $-3.298$. The fine path gives $-3.299$ and the single jump $+1.701$. The small difference between the first two, just under $0.002$ before rounding, comes from the real-space grid of the open chains.

Neutrality provides a third diagnostic. Moving anions and cations together leaves the dipole of a neutral cell unchanged, so their charges must sum to zero. With $0.010$ nm steps the cations give $+3.299$ on the correct branch. Adding the false anion charge gives $5.000$, as predicted by $2a/(Mh)=0.8/0.16$. This diagnostic would miss branch errors that cancel between the two ions.

There is also a large-displacement limit. Moving the anions by a full period restores the Hamiltonian, so if the gap stays open the phase of one chain changes by $2\pi$ times an integer $\nu$. The mean charge over the cycle is $Z_c-2\nu$. For the 14 eV chain, $\nu=2$ and the mean is $-2$, the rigid-ion value. The local charge at rest need not equal this mean.

## Procedure

1. Compute $\Phi$ at closely spaced displacements, checking that the gap remains open.
2. Choose $Z_r$, form $\Theta$, and reduce each increment to $(-\pi,\pi]$.
3. Add the increments and obtain $Z$ from the slope at rest.
4. Verify the step condition with an independent derivative, or settle the branch with plaquettes. Then reduce $h$ and $\delta$ to control the remaining errors.

## Consequence for a lattice permittivity

Let all ion pairs share one polar mode with reduced mass $\mu$, transverse angular frequency $\omega$ (the one at zero macroscopic field) and volume $\Omega_0=0.064$ nm$^3$ per pair. In a static macroscopic field $E$, force balance gives $\mu\omega^2u=ZeE$. The ionic polarization is $Zeu/\Omega_0$, so

$$\Delta\varepsilon_r=\frac{Z^2e^2}{\varepsilon_0\Omega_0\mu\omega^2}.$$

For the round values $\hbar\omega=0.08$ eV and $\mu=10$ atomic mass units, the correct charge gives $2.03$. The false charge $+2.945$ gives $1.60$. Because the charge enters squared, its wrong sign is hidden. The two permittivities are of similar size only because this step happens to give a false charge of similar magnitude; the false charge $+1.701$ would give $0.53$.

The intended regime is that of silica-like interlayer dielectrics, with a gap of roughly 9 eV and a lattice contribution to the permittivity of roughly 1.8. The similar model value is no validation, since the mode parameters were chosen. The anion charge is in fact about twice the average oxygen charge in silica, roughly $-1.7$. Real silica also breaks the assumption of a potential that shifts without electronic feedback. Take as reference an electron cloud that shifts rigidly with the anion. Adding the planar Hartree response to departures from that reference changes $Z$ in the 15 eV chain from $-3.25$ to $-3.06$, a 6% reduction in size. The size depends on the reference: if the part of the cloud near the cation, about 0.4 electron, is held fixed instead, $Z$ becomes about $-3.11$. Exchange-correlation response and three-dimensional bonding are still missing.

The other effects sized here are smaller. A spatially uniform 1 eV coupling between the 12 and 18 eV chains changes their mean charge from $-3.370$ to $-3.380$. At 373 K a single ion pair, treated as an independent oscillator with the same $\mu$ and $\omega$, has an rms displacement of $0.0056$ nm; a uniform displacement of that size changes $Z$ by $0.015$. With the smallest gap of a single chain, the thermal carrier factor $\exp(-E_{\rm gap}/2k_BT)$ is about $10^{-45}$. The gap of the whole cell, from the highest filled level of any chain to the lowest empty one, is somewhat smaller, 6.3 eV, and gives about $10^{-43}$. A field of 5 MV/cm displaces the ions by about $0.0011$ nm. The numerical output gives the values in full.

## Calculated quantities

```
period and chain spacing: 0.40, 0.40 nm
well width sigma: 0.050 nm; chains M: 16
anion depth: 70 eV; cation depths: [12.0, 14.0, 16.0, 18.0] eV
core charge of each ion: +2 e; k points: 64
gap, smallest and largest chain: 6.73, 10.03 eV
spin-paired polarization quantum: 12.52 uC/cm2
path: -0.040 to 0.040 nm, step 0.002 nm; jumps: 8
  u=0.000 nm: raw phase -0.0000, followed from u=0 +0.0000 rad
  u=0.002 nm: raw phase +1.3357, followed from u=0 +1.3357 rad
  u=0.004 nm: raw phase +2.6705, followed from u=0 +2.6705 rad
  u=0.006 nm: raw phase -2.2799, followed from u=0 +4.0033 rad
  u=0.008 nm: raw phase -0.9499, followed from u=0 +5.3332 rad
  u=0.010 nm: raw phase +0.3762, followed from u=0 +6.6594 rad
  u=0.012 nm: raw phase +1.6976, followed from u=0 +7.9808 rad
Born charge, fine path: -3.3148 e
Born charge, linear response: -3.3155 e
step nm | turns el. | Z el. | turns total | Z total (e)
  0.002 | 0.213 | -3.315 | 0.133 | -3.315
  0.004 | 0.425 | -3.313 | 0.265 | -3.313
  0.006 | 0.637 | +5.024 | 0.397 | -3.310
  0.008 | 0.849 | +2.945 | 0.529 | +2.945
  0.010 | 1.060 | +1.701 | 0.660 | +1.701
  0.020 | 2.103 | +1.746 | 1.303 | -0.754
largest safe step, electronic phase: 0.00470 nm
largest safe step, total polarization: 0.00754 nm
0.020 nm step with small-step reference: -3.2542 e
charge over the one step -0.010 to 0.010 nm:
  open chains -3.2977, fine path -3.2994, single jump 1.7006 e
plaquette sum: 13.3187 rad; fine path: 13.3187 rad; largest plaquette: 0.342 rad
cation charge: 3.2994 e; charge sum right branch: 0.0000, wrong branch: 5.0000 e
k-mesh error of Z for 16, 32, 64 points: 7.97e-04, 1.99e-04, 4.98e-05 e
full period: phase turns 2.0000, mean Born charge -2.0000 e
mode: 0.08 eV, reduced mass 10 u
lattice permittivity: right 2.029, 0.008 nm electronic path 1.602
Hartree effect, 15 eV chain: Z -3.2465 -> -3.0577 e
1 eV coupling of unequal chains: Z -3.3695 -> -3.3798 e
thermal rms displacement at 373 K: 0.00555 nm; shift of Z: +0.0150 e
log10 of carrier factor exp(-gap/2kT): -45.4
ionic displacement at 5 MV/cm: 0.00108 nm
```
